# Why Pumping One Nitroxide Line Can Saturate More Than One Third

Take a nitroxide radical with a \(^{14}\)N nucleus. Its EPR spectrum has three lines, one for each nitrogen state \(m=+1,0,-1\), and each line belongs to one third of the radicals. Drive one line so hard that its electron polarization vanishes. If the radicals never change their nitrogen state and never interact, the other two thirds keep their full polarization, and the sample is one third saturated.

Now let radicals meet and swap electron spins. Call the saturation of a line 0 when its polarization has the equilibrium value and 1 when it has vanished. Let \(s\) be the mean over the three lines and \(s_u\) the saturation of each unpumped line. A swap gives a radical the electron spin of a randomly chosen partner, so it pulls \(s_u\) towards \(s\), at a rate \(k\). Electron relaxation pulls \(s_u\) back to zero, at a rate \(R\). In the steady state

\[
R s_u=k(s-s_u),\qquad s=\frac{1+2s_u}{3}.
\]

For \(k=R\) the first equation gives \(s=2s_u\). The second then reads \(6s_u=1+2s_u\), so \(s_u=1/4\) and \(s=1/2\). Half of the polarization is gone, although the microwaves touch one line in three. The pumped line has become a drain through which the other lines also lose polarization.

This matters for Overhauser polarization of a solvent. If the electron polarization is small and the coupling of a solvent nucleus to the electron does not depend on \(m\), the enhancement is proportional to the relative loss of total electron polarization, which is \(s\), the effective saturation factor. The rest of the model supplies the exchange rule used above, nitrogen relaxation, and a finite pump rate.

## What one encounter does

Atomic units are used in the algebra. With \(\hbar=1\), rates and energies have the same unit.

Let \(p_{m\sigma}\) be the fraction of radicals with nitrogen state \(m\) and electron state \(\sigma=\pm\), where \(+\) is the state favoured in equilibrium. Define

\[
p_m=p_{m+}+p_{m-},\qquad P_\sigma=\sum_m p_{m\sigma},\qquad d_m=p_{m+}-p_{m-},\qquad D=\sum_m d_m .
\]

During an encounter of duration \(\tau\), two radicals interact through \(J\,\mathbf S_1\cdot\mathbf S_2\), and the hyperfine coupling is neglected for that short time. The triplet energy is \(J/4\) and the singlet energy is \(-3J/4\). Two equal electron spins form a triplet, so nothing happens to them. Opposite spins start as \(|{+}{-}\rangle=(|T\rangle+|S\rangle)/\sqrt2\) and become

\[
\frac{e^{-iJ\tau/4}}{\sqrt2}\left(|T\rangle+e^{iJ\tau}|S\rangle\right).
\]

The overlap with the swapped state \(|{-}{+}\rangle=(|T\rangle-|S\rangle)/\sqrt2\) has magnitude \(|1-e^{iJ\tau}|/2\). The swap probability is therefore

\[
q=\sin^2\frac{J\tau}{2}.
\]

Assume that the partners are uncorrelated before they meet. A radical leaves the state \((m,\sigma)\) if its partner has the opposite electron spin, and enters it from \((m,-\sigma)\) if the partner has spin \(\sigma\). With \(P_{-\sigma}=1-P_\sigma\) and \(p_{m,-\sigma}=p_m-p_{m\sigma}\),

\[
\begin{aligned}
p'_{m\sigma}&=p_{m\sigma}-q\,p_{m\sigma}(1-P_\sigma)+q\,(p_m-p_{m\sigma})P_\sigma\\
&=(1-q)\,p_{m\sigma}+q\,p_mP_\sigma .
\end{aligned}
\]

Let \(k\) be the encounter rate of one radical times the mean of \(q\). Then exchange contributes

\[
\dot p_{m\sigma}=k\,(p_mP_\sigma-p_{m\sigma}),\qquad
\dot d_m=k\,(p_mD-d_m).
\]

The second equation is the difference of the first for \(\sigma=+\) and \(\sigma=-\), since \(P_+-P_-=D\). Partners with the same \(m\) are included in \(k\). The encounter rate is taken as proportional to the radical concentration \(n\), so \(k=Kn\).

Two sums show what exchange can and cannot do. Summing \(\dot p_{m\sigma}\) over \(\sigma\) gives zero, so the nitrogen populations do not change. Summing \(\dot d_m\) over \(m\) gives \(k(D-D)=0\), so the total electron polarization does not change either. Exchange moves polarization between lines and destroys none.

## Nitrogen relaxation and the linear equations

Nitrogen relaxation connects the lines in another way: the radical keeps its electron spin and moves to a different line. I take hops with \(\Delta m=\pm1\), equally fast in both directions, and leave out double hops and joint electron–nitrogen flips. The squared matrix elements of \(I_\pm\) for spin 1 are \(2-m(m\pm1)\), which equals 2 for each allowed step. All neighbour hops thus have one rate \(w\):

\[
\dot p_{\pm1}=w(p_0-p_{\pm1}),\qquad \dot p_0=w(p_{+1}+p_{-1}-2p_0).
\]

Subtracting the equations for \(p_{+1}\) and \(p_{-1}\) shows that \(\langle I_z\rangle=p_{+1}-p_{-1}\) decays at the rate \(w\), so \(w=1/T_{1N}\). The stationary solution is \(p_m=1/3\), and no electron process disturbs it. If \(w=0\), the same value is taken as the initial condition.

Electron relaxation, with \(R=1/T_{1e}\) the same for all lines, drives \(d_m\) towards \(d_{\rm eq}=P_0/3\), where \(P_0\) is the equilibrium polarization. The pump causes transitions at rate \(W\) in each direction on line \(p\). Each transition changes the population difference by two units, so the pump contributes \(-2Wd_p\).

Now write \(d_m=d_{\rm eq}(1-s_m)\) and \(s=\tfrac13\sum_m s_m\), so that \(D=3d_{\rm eq}(1-s)\). The exchange term becomes

\[
k\left(\frac D3-d_m\right)=k\,d_{\rm eq}(s_m-s).
\]

Since \(\dot d_m=-d_{\rm eq}\dot s_m\), dividing by \(-d_{\rm eq}\) reverses the sign and gives \(k(s-s_m)\), the rule of the opening example. Treating the other terms in the same way and setting \(\dot s_m=0\),

\[
R s_m=k(s-s_m)+w\sum_{m'}(s_{m'}-s_m)+2W(1-s_p)\,\delta_{mp},
\]

where \(m'\) runs over the neighbours of \(m\). The equations are linear without any assumption of small polarization, because \(p_m\) is fixed at \(1/3\).

Summing over the lines removes both mixing terms:

\[
3Rs=2W(1-s_p)\equiv g .
\]

The quantity \(g\) measures how fast the pump removes polarization. An isolated line held near \(s_p=1\) needs \(g=R\), just enough to cancel its own relaxation. If polarization keeps arriving from the other lines, the pump must remove more, and \(s\) is larger in proportion.

## Solving for the effective saturation

Three patterns across the lines \((+1,0,-1)\) evolve independently when the pump is off. The uniform pattern \((1,1,1)\) is untouched by mixing and decays at \(R\). The other two have zero mean, so exchange adds \(k\) to their decay rates. For \((1,0,-1)\), each outer line differs from its neighbour by 1, and the hops add \(w\). For \((1,-2,1)\), that difference is 3, and the centre loses \(6w=3w\cdot2\); the hops add \(3w\).

Normalize the patterns by \(\sqrt3\), \(\sqrt2\) and \(\sqrt6\). A source \(g\) on line \(p\) excites each pattern in proportion to its amplitude there, and reading out \(s_p\) brings in the same amplitude again. Hence \(s_p=gG\) with

\[
G=\frac1{3R}+\frac{a}{R+k+w}+\frac{b}{R+k+3w}.
\]

For the centre line the squared amplitudes are \((a,b)=(0,\tfrac23)\); for an outer line they are \((\tfrac12,\tfrac16)\).

Inserting \(s_p=gG\) into \(g=2W(1-s_p)\) gives \(g(1+2WG)=2W\). With \(s=g/(3R)\),

\[
s=s_{\max}\frac{2WG}{1+2WG},\qquad s_{\max}=\frac1{3RG}.
\]

The ceiling \(s_{\max}\) is approached for \(2WG\gg1\). Written out,

\[
s_{\max}^{\rm centre}=\frac{1}{1+\dfrac{2R}{R+k+3w}}=\frac{R+k+3w}{3R+k+3w},
\]

\[
s_{\max}^{\rm outer}=\left[1+\frac{3R/2}{R+k+w}+\frac{R/2}{R+k+3w}\right]^{-1}.
\]

For \(k=w=0\) both inverse ceilings equal 3 and the ceiling is \(1/3\). Any mixing lowers the fractions and raises the ceiling above \(1/3\). In this model the ceiling tends to 1 when \(k\) or \(w\) is much larger than \(R\).

With exchange alone, all lines share the ceiling \((R+k)/(3R+k)\), because a swap does not care which line the partner belongs to. Nitrogen hops do distinguish the lines. The inverse ceilings differ by

\[
\frac1{s_{\max}^{\rm outer}}-\frac1{s_{\max}^{\rm centre}}
=\frac{3R}{2}\left[\frac1{R+k+w}-\frac1{R+k+3w}\right]
=\frac{3Rw}{(R+k+w)(R+k+3w)} .
\]

This is positive for \(w>0\), so the centre line has the higher ceiling. Both other lines are one hop away from it, whereas an outer line has one neighbour, and the far line needs two hops.

## Numbers for a model radical

Choose round model parameters: \(R=2\times10^{-9}\) eV, \(w=1\times10^{-9}\) eV, \(K=2\times10^{-3}\) eV Å\(^3\) and \(n=1\times10^{-6}\) Å\(^{-3}\). Then \(k=Kn=2\times10^{-9}\) eV. In units of \(10^{-9}\) eV,

\[
s_{\max}^{\rm centre}=\frac{2+2+3}{6+2+3}=\frac7{11}=0.636,\qquad
s_{\max}^{\rm outer}=\frac1{1+\frac35+\frac17}=0.574 .
\]

Switching the processes on separately shows what each does:

| Mixing | Centre | Outer |
|---|---|---|
| none | 0.333 | 0.333 |
| exchange | 0.500 | 0.500 |
| nitrogen hops | 0.556 | 0.455 |
| both | 0.636 | 0.574 |

When the centre line is fully pumped, each outer line is 0.455 saturated. When \(m=+1\) is pumped, the centre line reaches 0.410 and the far line 0.311, the order expected from the chain of hops.

These formulas were tested against the nonlinear kinetics of the six populations, built from explicit pair swaps. For both choices of line, all four mixing cases and three pump rates, the values of \(s\) agree within \(10^{-6}\).

For the centre line the ceiling has a simple dependence on concentration. From \(1-s_{\max}=2R/(3R+k+3w)\),

\[
\frac1{1-s_{\max}}=\frac32+\frac{Kn+3w}{2R},
\]

a straight line in \(n\), provided that \(R\) and \(w\) do not themselves depend on \(n\). A ceiling of 0.8 requires \(5=1.5+(k+3)/4\) in the same units, so \(k=11\times10^{-9}\) eV and \(n=5.5\times10^{-6}\) Å\(^{-3}\), or 9.1 mmol/L.

## Why the pump must be strong enough

The ceiling says what one line can do, not what a given pump achieves. For \(2WG\ll1\), the factor \(G\) cancels and

\[
s\approx s_{\max}\,2WG=\frac{2W}{3R}.
\]

At fixed \(W\), mixing has no effect at this order. Mixing does change \(s_p=gG\), but it conserves the total polarization, so it reaches \(s\) only through the factor \(1-s_p\) in \(3Rs=2W(1-s_p)\), and for a weak pump that factor is close to 1. For \(W=10^{-11}\) eV the centre-line values are 0.00330 without mixing and 0.00332 with both processes.

The value \(s=1/3\) is reached when \(g=3Rs=R\). Putting this into \(g(1+2WG)=2W\) gives

\[
R=2W(1-RG),\qquad W_{1/3}=\frac{R}{2(1-RG)} .
\]

A positive solution needs \(RG<1\), which is the same condition as \(s_{\max}>1/3\). For the centre line \(RG=0.524\), so

\[
W_{1/3}=\frac{2\times10^{-9}\ \text{eV}}{2\times0.476}=2.1\times10^{-9}\ \text{eV},
\]

or \(3.2\times10^6\) s\(^{-1}\). At this point the pumped line itself has \(s_p=gG=RG=0.524\). The sample has reached one third while the driven line is only about half saturated. An outer line needs \(2.4\times10^{-9}\) eV.

## From microwave amplitude to pump rate

Exchange also acts on the transverse magnetization, and this changes \(W\). Up to a phase, the encounter operator is \(\cos(J\tau/2)-i\sin(J\tau/2)\,P_{12}\), with \(P_{12}\) the swap of the two electron spins. With weight \(q\) a radical therefore receives the whole spin vector of its partner, and all components are exchanged at the rate \(k\). The cross term adds a contribution proportional to the vector product of the two spin polarizations. It vanishes for populations alone and is neglected here as second order in the polarization. Let \(\omega_1\) be the drive amplitude and \(1/T_2\) the transverse decay rate without exchange, with any broadening by nitrogen hops included in it. If the lines are well resolved and direct absorption by the unpumped ones is negligible, their absorptive component \(M_y\) can be neglected, and the mean of this component over the lines is one third of its value on the pumped line. On resonance,

\[
0=-\frac{M_y}{T_2}+k\left(\frac{M_y}{3}-M_y\right)+\omega_1M_z
\quad\Rightarrow\quad
M_y=\frac{\omega_1M_z}{\Gamma},\qquad \Gamma=\frac1{T_2}+\frac{2k}{3}.
\]

The drive removes \(M_z\) at the rate \(\omega_1M_y=(\omega_1^2/\Gamma)M_z\). This must equal \(2WM_z\), so

\[
W=\frac{\omega_1^2}{2\Gamma}.
\]

Exchange therefore has two opposing effects. It raises the ceiling, but it broadens the line and lowers \(W\) at fixed \(\omega_1\). Inserting \(W\) into \(s=2W/[3R(1+2WG)]\) gives \(1/(3Rs)=\Gamma/\omega_1^2+G\). With \(R\), \(w\) and \(T_2\) held fixed, \(d\Gamma/dk=2/3\), and for the centre line \(dG/dk=-\tfrac23/(R+k+3w)^2\). Adding radicals therefore raises \(s\) for the centre line when \(\omega_1>R+k+3w\) and lowers it when \(\omega_1<R+k+3w\), whatever the value of \(T_2\), as long as the direct drive of the other lines is negligible. This is not the same condition as saturation of the line, \(2WG>1\). For the model radical the boundary lies at \(\omega_1=7\times10^{-9}\) eV. With the line spacing used below, direct drive of the neighbours moves it to \(6.96\times10^{-9}\) eV for \(1/T_2=4\times10^{-9}\) eV and to \(6.6\times10^{-9}\) eV for \(1/T_2=30\times10^{-9}\) eV.

With \(1/T_2=4\times10^{-9}\) eV and \(\omega_1=10\times10^{-9}\) eV, \(\Gamma=5.33\times10^{-9}\) eV and \(W=9.4\times10^{-9}\) eV. For the centre line \(2WG=4.91\), which gives \(s=0.636\times4.91/5.91=0.529\), well above one third but still below the ceiling.

## Where the one-line picture ends

The rate equations assume that the pump acts on one line. This requires a hyperfine spacing \(\Delta\) much larger than \(\Gamma\), \(k\) and \(\omega_1\). It also requires \(\omega_1^2\Gamma/\Delta^2\ll R\), so that the direct drive of the neighbouring lines is slow compared with their relaxation. Take \(\Delta=2\times10^{-7}\) eV. The Bloch equations for all three lines, with every line driven, all magnetization components exchanged, nitrogen hops acting on \(M_z\) only and one \(1/T_2\) for all lines, give \(s=0.531\) for the centre line, against 0.529 from the rate formula. The difference of \(2.1\times10^{-3}\) falls to \(5.2\times10^{-4}\) when the spacing is doubled, close to an inverse-square law.

A tenfold stronger drive, \(\omega_1=1\times10^{-7}\) eV, gives \(s=0.741\) in the Bloch equations, above the one-line ceiling of 0.636. This value depends on how the hops are treated. If they also carry transverse magnetization, so that \(1/T_2\) is \(4\times10^{-9}\) eV on the centre line and \(3\times10^{-9}\) eV on the outer lines, it becomes 0.728, while the value at the weaker drive stays 0.531. An estimate shows why. At a detuning \(\Delta\), the absorptive response \(1/\Gamma\) is replaced by \(\Gamma/(\Gamma^2+\Delta^2)\). If transverse magnetization arriving from the other lines is left out, each neighbour is then driven directly with

\[
2W'=\frac{\omega_1^2\,\Gamma}{\Gamma^2+\Delta^2}\approx1.3\times10^{-9}\ \text{eV},
\]

which is comparable with \(R\). Set \(s_p=1\) and add this pump to the equation of an outer line. In units of \(10^{-9}\) eV,

\[
2s_u=2(s-s_u)+(1-s_u)+1.33(1-s_u),\qquad s=\frac{1+2s_u}3 .
\]

Collecting terms gives \(5.0\,s_u=3.0\), so \(s_u=0.60\) and \(s=0.73\). This is close to the Bloch value. The small remaining gap comes from the transfer of transverse magnetization. The dispersive components of the two neighbours have opposite signs and cancel in the mean, so they decay at \(1/T_2+k\) instead of \(\Gamma\). That gives \(2W'=1.5\times10^{-9}\) eV and \(s=0.74\).

In the equations used here, a saturation factor above one third can thus have two origins. Exchange and nitrogen relaxation can carry polarization to the pumped line, or a strong drive can reach the neighbouring lines itself. The first has the ceiling \(s_{\max}\), set by \(k/R\) and \(w/R\); the second also depends on \(\omega_1\), \(\Delta\) and \(1/T_2\). The limit \(k\to\infty\) of the ceiling formula lies outside the model, because the lines are no longer separate once \(k\) approaches \(\Delta\). At the concentration found above for a ceiling of 0.8, \(k/\Delta=0.055\), so the lines are still resolved. However, \(\Gamma\) has grown to \(11.3\times10^{-9}\) eV, which raises the direct drive \(W'\) of the neighbours at a given \(\omega_1\), and a stronger drive is needed to approach the ceiling. The rate formula and the Bloch equations give 0.704 and 0.713 at \(\omega_1=20\times10^{-9}\) eV, but 0.783 and 0.81 at \(50\times10^{-9}\) eV, so the direct drive matters before the ceiling is reached. The remaining values are in the numerical output.

## Computed results

```
electron relaxation rate R = 2.000e-09 eV
nitrogen hop rate w = 1.000e-09 eV
exchange constant K = 2.000e-03 eV angstrom^3
radical concentration n = 1.000e-06 angstrom^-3
exchange rate k = K n = 2.000e-09 eV
ratios k/R = 1.000, w/R = 0.500 (no unit)
Ceilings s_max (no unit): centre line, outer line
  no mixing: 0.3333, 0.3333
  exchange only: 0.5000, 0.5000
  nitrogen hops only: 0.5556, 0.4545
  both: 0.6364, 0.5738
Line saturations m=+1,0,-1 at full pumping, both processes (no unit)
  centre pumped: 0.4545, 1.0000, 0.4545
  m=+1 pumped: 1.0000, 0.4098, 0.3115
Ceilings against concentration: n (angstrom^-3), centre, outer
  0.0e+00: 0.5556, 0.4545
  3.0e-07: 0.5833, 0.4970
  1.0e-06: 0.6364, 0.5738
  3.0e-06: 0.7333, 0.7021
  1.0e-05: 0.8621, 0.8544
response G, centre line = 2.6190e+08 eV^-1
threshold W for s = 1/3, centre line = 2.1000e-09 eV = 3.190e+06 s^-1
response G, outer line = 2.9048e+08 eV^-1
threshold W for s = 1/3, outer line = 2.3864e-09 eV = 3.626e+06 s^-1
weak pump W = 1.00e-11 eV: centre s without mixing = 0.003300, with both = 0.003316
concentration for centre s_max = 0.8: 5.500e-06 angstrom^-3 = 9.13 mmol/L
transverse rate 1/T2 without exchange = 4.000e-09 eV
hyperfine spacing = 2.000e-07 eV
drive omega_1 = 1.000e-08 eV, pump rate W = 9.3750e-09 eV
s at this drive, centre: rate formula 0.5287, Bloch 0.5308
s at this drive, outer: rate formula 0.4848, Bloch 0.4859
Bloch minus formula, centre: 2.06e-03; at doubled spacing: 5.17e-04
strong drive omega_1 = 1.000e-07 eV: centre Bloch s = 0.7410
```
